# Current-induced force on a delta scatterer in a one-dimensional wire: a numerical check

```python
# Result under test: the current-induced force on a delta scatterer in a
# spin-degenerate one-dimensional wire is F = 2 kF R eV / pi at small bias.
# Symbols: kF Fermi wave number, R reflection probability at kF, V bias,
# g strength of the potential g*delta(x), n electron density.
# Internal units are Hartree atomic units; printed units are on each line.
# Positive force points along the electron flow, from left to right.
import numpy as np
from scipy import constants as sc
from scipy.integrate import solve_ivp
from scipy.special import expit

hartree_ev = sc.physical_constants["Hartree energy in eV"][0]
bohr_nm = sc.physical_constants["Bohr radius"][0] * 1e9
force_unit = hartree_ev / bohr_nm          # eV/nm per atomic unit of force


def gauss(a, b, count):
    x, w = np.polynomial.legendre.leggauss(count)
    return 0.5 * (b - a) * x + 0.5 * (a + b), 0.5 * (b - a) * w


def waves(energy, positions, strengths, levels, side):
    """Match plane waves across deltas and steps; unit incident amplitude."""
    k = np.sqrt(2 * (energy - np.array(levels, dtype=float)))
    size = 2 * len(k)
    matrix = np.zeros((size, size), complex)
    source = np.zeros(size, complex)
    for j, (x, g) in enumerate(zip(positions, strengths)):
        p, q = np.exp(1j * k[j] * x), np.exp(1j * k[j + 1] * x)
        matrix[2*j, 2*j:2*j+4] = [p, 1/p, -q, -1/q]
        matrix[2*j+1, 2*j:2*j+4] = [
            (-1j*k[j] - 2*g) * p, (1j*k[j] - 2*g) / p,
            1j*k[j+1] * q, -1j*k[j+1] / q]
    matrix[-2, 0] = 1
    matrix[-1, -1] = 1
    source[-2 if side == "left" else -1] = 1
    return k, np.linalg.solve(matrix, source)


def operator_force(energy, positions, strengths, levels, side, target=0):
    """Minus g times the mean one-sided density slope at the target delta."""
    k, c = waves(energy, positions, strengths, levels, side)
    x, g = positions[target], strengths[target]
    slopes = []
    for j in (target, target + 1):
        p = np.exp(1j * k[j] * x)
        psi = c[2*j] * p + c[2*j+1] / p
        dpsi = 1j * k[j] * (c[2*j] * p - c[2*j+1] / p)
        slopes.append(2 * np.real(np.conj(psi) * dpsi))
    return -g * np.mean(slopes)


def reflection(k, g):
    return g**2 / (k**2 + g**2)


# Example inputs
kf_nm, g_evnm, bias, temperature = 10.0, 0.4, 0.1, 300.0
hop_nm, drop_nm, ion_mass_u, second_reflection = 0.25, 1.0, 100.0, 0.05
kf = kf_nm * bohr_nm
g = g_evnm / (hartree_ev * bohr_nm)
ev = bias / hartree_ev
ef = kf**2 / 2
R = reflection(kf, g)
force = 2 * kf * R * ev / np.pi

# Operator force against momentum balance, both signs of the potential
for k in (0.2, kf, 1.3):
    for strength in (g, -g):
        for side, sign in (("left", 1), ("right", -1)):
            found = operator_force(k*k/2, [0], [strength], [0, 0], side)
            assert np.isclose(found, sign * 2*k*k*reflection(k, strength),
                              rtol=1e-9)


def smooth_barrier(k, strength, width):
    """Integrate the wave and the force density through a Gaussian barrier."""
    def slope(x, y):
        u = strength*np.exp(-x*x/(2*width**2))/(width*np.sqrt(2*np.pi))
        return [y[1], 2*(u - k*k/2)*y[0], abs(y[0])**2 * (-x/width**2) * u]
    start = 8 * width
    y0 = np.array([np.exp(1j*k*start), 1j*k*np.exp(1j*k*start), 0], complex)
    y = solve_ivp(slope, (start, -start), y0, method="DOP853", rtol=1e-10,
                  atol=1e-12, max_step=width/4).y[:, -1]
    incident = (y[0] + y[1]/(1j*k)) / 2
    reflected = (y[0] - y[1]/(1j*k)) / 2
    return abs(reflected/incident)**2, -y[2].real/abs(incident)**2


for width in (0.5, 0.005):
    r_smooth, f_smooth = smooth_barrier(kf, g, width)
    assert np.isclose(f_smooth, 2*kf**2*r_smooth, rtol=1e-6)
assert np.isclose(r_smooth, R, rtol=1e-2)     # narrow-barrier limit
assert np.isclose(f_smooth, 2*kf**2*R, rtol=1e-2)


def filled_force(mu_left, mu_right):
    """Sum the operator force over every occupied scattering state."""
    total = 0.0
    for side, mu in (("left", mu_left), ("right", mu_right)):
        nodes, weights = gauss(0, np.sqrt(2*mu), 60)
        values = [operator_force(k*k/2, [0], [g], [0, 0], side)
                  for k in nodes]
        total += np.dot(weights, values) / np.pi
    return total


assert abs(filled_force(ef, ef)) < 1e-12
centred = filled_force(ef + ev/2, ef - ev/2) / force - 1
doubled = filled_force(ef + ev, ef - ev) / (2*force) - 1
one_sided = filled_force(ef + ev, ef) / force - 1
one_sided_half = filled_force(ef + ev/2, ef) / (force/2) - 1
assert abs(centred) < 1e-3
assert np.isclose(doubled/centred, 4, rtol=0.03)
assert np.isclose(one_sided/one_sided_half, 2, rtol=0.05)

# The same force from arrival rate and momentum transfer in SI units
arrival_rate = 2 * sc.e * bias / sc.h
momentum = 2 * sc.hbar * kf_nm * 1e9
force_newton = force * force_unit * sc.e * 1e9
assert np.isclose(arrival_rate * R * momentum, force_newton, rtol=1e-7)
current = 2 * sc.e**2 / sc.h * (1 - R) * bias


def thermal_change(kelvin):
    kt = sc.k * kelvin / sc.e / hartree_ev
    energy, weights = gauss(ef - ev/2 - 30*kt, ef + ev/2 + 30*kt, 500)
    window = expit((ef+ev/2-energy)/kt) - expit((ef-ev/2-energy)/kt)
    k = np.sqrt(2*energy)
    return 2/np.pi*np.dot(weights, k*reflection(k, g)*window)/force - 1


thermal_300, thermal_600 = thermal_change(temperature), thermal_change(600.0)
assert max(abs(thermal_300), abs(thermal_600)) < 0.01

# Potential drop required by equal far densities, from scattering amplitudes
differences = []
for side in ("left", "right"):
    _, c = waves(ef, [0], [g], [0, 0], side)
    differences.append(np.sum(abs(c[:2])**2) - np.sum(abs(c[2:])**2))
density_difference = ev/(2*np.pi*kf) * (differences[0] - differences[1])
step_e = 1e-5
density_of_states = (2*np.sqrt(2*(ef+step_e))/np.pi
                     - 2*np.sqrt(2*(ef-step_e))/np.pi) / (2*step_e)
drop_fraction = density_difference / density_of_states / ev
assert np.isclose(drop_fraction, R, rtol=1e-6)


def density(x):
    k, weights = gauss(0, kf, 200)
    r = -1j*g/(k + 1j*g)
    return 2/np.pi*np.dot(weights, 1 + np.real(r*np.exp(2j*k*abs(x))))


n0 = 2*kf/np.pi
# A weak explicit step tests the extra equilibrium force. States below the
# higher band bottom are omitted: their relative weight is of order sqrt(U).
weak_step = 1e-8
for step_position in (0.0, 1.5):
    if step_position == 0:
        layout = ([0], [g], [weak_step/2, -weak_step/2])
    else:
        layout = ([0, step_position], [g, 0],
                  [weak_step/2, weak_step/2, -weak_step/2])
    logs, weights = gauss(np.log(1e-3*np.sqrt(weak_step)),
                          np.log(np.sqrt(kf**2-weak_step)), 300)
    extra = 0.0
    for k1, weight in zip(np.exp(logs), weights):
        energy = k1*k1/2 + weak_step/2
        k2 = np.sqrt(k1*k1 + 2*weak_step)
        from_left = operator_force(energy, *layout, "left")
        from_right = operator_force(energy, *layout, "right")
        extra += weight*k1*k1/np.pi*(from_left/k1 + from_right/k2)
    expected = -(n0 - density(step_position))
    assert abs(extra/weak_step - expected) < 3e-3*n0

half_drop = drop_nm / bohr_nm / 2
x_nodes, x_weights = gauss(0, half_drop, 200)
mean_density = np.dot(x_weights, [density(x) for x in x_nodes])/half_drop
sharp_ratio, spread_ratio = density(0)/n0, mean_density/n0
direct_force = R * bias / drop_nm

# Coherent second scatterer: test total force, then find the individual range
g2 = kf*np.sqrt(second_reflection/(1-second_reflection))
pair_forces = []
for distance_nm in np.linspace(1, 2, 201):
    layout = ([0, distance_nm/bohr_nm], [g, g2], [0, 0, 0])
    on_each = []
    for target in (0, 1):
        difference = (operator_force(ef, *layout, "left", target)
                      - operator_force(ef, *layout, "right", target))
        on_each.append(ev/(2*np.pi*kf)*difference)
    _, c = waves(ef, *layout, "left")
    assert np.isclose(sum(on_each), 2*kf*abs(c[1])**2*ev/np.pi, rtol=1e-8)
    pair_forces.append(on_each[0]*force_unit)

ion_mass = ion_mass_u*sc.atomic_mass/sc.m_e
recoil_ev = (2*kf)**2/(2*ion_mass)*hartree_ev
assert recoil_ev < 0.01*bias
force_evnm = force*force_unit
thermal_energy = sc.k*temperature/sc.e

print(f"Fermi wave number: {kf_nm:.1f} nm^-1")
print(f"Delta strength: {g_evnm:.2f} eV nm")
print(f"Bias: {bias:.2f} V")
print(f"Temperature: {temperature:.0f} K")
print(f"Fermi energy: {ef*hartree_ev:.3f} eV")
print(f"Ratio g/kF in atomic units: {g/kf:.4f} (dimensionless)")
print(f"Reflection probability R: {R:.4f} (dimensionless)")
print(f"Transmission probability T: {1-R:.4f} (dimensionless)")
print(f"Electron arrival rate in bias window: {arrival_rate:.4e} s^-1")
print(f"Reflection rate in bias window: {arrival_rate*R:.4e} s^-1")
print(f"Momentum per reflection: {momentum:.4e} kg m/s")
print(f"Current: {current*1e6:.3f} microampere")
print(f"Wind force: {force_evnm:.4f} eV/nm")
print(f"Wind force, converted: {force_newton*1e9:.5f} nN")
print(f"Hop length: {hop_nm:.2f} nm")
print(f"Work over one hop: {force_evnm*hop_nm:.4f} eV")
print(f"Thermal energy kT: {thermal_energy:.4f} eV")
print(f"Relative finite-bias change, centred window: {centred:.2e}")
print(f"Relative finite-bias change, one-sided window: {one_sided:.2e}")
print(f"Relative thermal change at 300 K: {thermal_300:.2e}")
print(f"Relative thermal change at 600 K: {thermal_600:.2e}")
print(f"Neutrality potential-energy drop: {drop_fraction*bias:.4f} eV")
print(f"Width of spread drop: {drop_nm:.1f} nm")
print(f"Density ratio at scatterer: {sharp_ratio:.4f} (dimensionless)")
print(f"Mean density ratio over spread drop: {spread_ratio:.4f}")
print(f"Electronic force with sharp drop: {force_evnm*sharp_ratio:.4f} eV/nm")
print(f"Electronic force with spread drop: {force_evnm*spread_ratio:.4f} eV/nm")
print(f"Direct force size on unit charge: {direct_force:.4f} eV/nm")
print(f"Direct-to-wind force ratio: {direct_force/force_evnm:.3f}")
print(f"Second scatterer reflection: {second_reflection:.2f}")
print("Second scatterer distance range: 1.0 to 2.0 nm")
print(f"Smallest force on first scatterer: {min(pair_forces):.4f} eV/nm")
print(f"Largest force on first scatterer: {max(pair_forces):.4f} eV/nm")
print(f"Ion mass for recoil estimate: {ion_mass_u:.0f} u")
print(f"Recoil energy per reflection: {recoil_ev:.2e} eV")
print("all assertions hold")
```

Output:

```
Fermi wave number: 10.0 nm^-1
Delta strength: 0.40 eV nm
Bias: 0.10 V
Temperature: 300 K
Fermi energy: 3.810 eV
Ratio g/kF in atomic units: 0.5249 (dimensionless)
Reflection probability R: 0.2160 (dimensionless)
Transmission probability T: 0.7840 (dimensionless)
Electron arrival rate in bias window: 4.8360e+13 s^-1
Reflection rate in bias window: 1.0447e+13 s^-1
Momentum per reflection: 2.1091e-24 kg m/s
Current: 6.074 microampere
Wind force: 0.1375 eV/nm
Wind force, converted: 0.02203 nN
Hop length: 0.25 nm
Work over one hop: 0.0344 eV
Thermal energy kT: 0.0259 eV
Relative finite-bias change, centred window: 5.60e-06
Relative finite-bias change, one-sided window: -3.70e-03
Relative thermal change at 300 K: 2.04e-05
Relative thermal change at 600 K: 6.47e-05
Neutrality potential-energy drop: 0.0216 eV
Width of spread drop: 1.0 nm
Density ratio at scatterer: 0.4292 (dimensionless)
Mean density ratio over spread drop: 0.9514
Electronic force with sharp drop: 0.0590 eV/nm
Electronic force with spread drop: 0.1308 eV/nm
Direct force size on unit charge: 0.0216 eV/nm
Direct-to-wind force ratio: 0.157
Second scatterer reflection: 0.05
Second scatterer distance range: 1.0 to 2.0 nm
Smallest force on first scatterer: 0.0889 eV/nm
Largest force on first scatterer: 0.1671 eV/nm
Ion mass for recoil estimate: 100 u
Recoil energy per reflection: 8.36e-05 eV
all assertions hold
```
